\section*{Shear-Lag Theory of Thermal Mismatch Stress in a Film Strip}

\section{Thermal stress in a strip on a compliant interlayer}

A copper line lies on a polymer layer that covers a silicon wafer. On cooling, copper would contract more than silicon, so the line is left in tension. Far inside a very wide line the stress is that of an unpatterned film. At the side faces, however, there is nothing to pull on the copper, and the stress normal to them must vanish. The tension has to be built up from the edge inwards by shear through the polymer. The question is how wide this edge zone is, and which elastic modulus of the film sets its width.

\subsection{Geometry and assumptions}

The film is a strip $-L<x<L$ of thickness $h_f$, with Young's modulus $E_f$ and Poisson ratio $\nu_f$. It is very long in $y$, and we consider a cross-section many edge-zone widths from its ends. The interlayer has thickness $h_i$ and shear modulus $G_i$, and continues beyond the film edges. The substrate is rigid apart from its own uniform thermal contraction. The coordinate $z$ points upwards, with $z=0$ at the bottom of the interlayer. All materials are linear, isotropic and perfectly bonded, and strains are small. Tension is positive.

We measure displacements after removing the thermal contraction of the substrate. With $\alpha_f,\alpha_s$ the expansion coefficients and $\Delta T>0$ the cooling from the stress-free temperature, a detached film would shrink relative to the substrate by the strain
\begin{equation}
\varepsilon_m=(\alpha_f-\alpha_s)\,\Delta T .
\label{mismatch}
\end{equation}
Its stress-free strain is therefore $-\varepsilon_m$ in every direction.

Two approximations define the shear-lag model. The film displacement $u(x)$ along $x$ is taken as uniform through the film thickness, and the interlayer is taken to deform in pure shear. Both require the edge-zone width and the half-width $L$ to be large compared with $h_f$ and $h_i$. The equations contain no physical constants, so they hold in atomic units as in any other consistent system.

\subsection{Why two film moduli appear}

Elastic strain is total strain minus stress-free strain. Along $x$ the total strain is $u'=du/dx$. Along $y$ it is zero, because the long strip is held to the substrate. Hence
\begin{equation}
\varepsilon_{xx}=\varepsilon_m+u',\qquad \varepsilon_{yy}=\varepsilon_m .
\label{strains}
\end{equation}
The top of the film is free and the film is thin, so we set $\sigma_{zz}=0$. Hooke's law then reads
\begin{equation}
E_f\varepsilon_{xx}=\sigma_{xx}-\nu_f\sigma_{yy},\qquad
E_f\varepsilon_{yy}=\sigma_{yy}-\nu_f\sigma_{xx}.
\label{hooke}
\end{equation}
Adding $\nu_f$ times the second equation to the first eliminates $\sigma_{yy}$:
\begin{equation}
E_f(\varepsilon_{xx}+\nu_f\varepsilon_{yy})=(1-\nu_f^2)\,\sigma_{xx}.
\label{eliminate}
\end{equation}
We define the plane-strain modulus $E_f'=E_f/(1-\nu_f^2)$ and insert (\ref{strains}):
\begin{align}
\sigma_{xx}&=E_f'\left[(1+\nu_f)\varepsilon_m+u'\right]
=\sigma_0+E_f'u', \label{stress}\\
\sigma_0&=\frac{E_f(1+\nu_f)}{(1-\nu_f)(1+\nu_f)}\,\varepsilon_m
=\frac{E_f}{1-\nu_f}\,\varepsilon_m . \label{plateau}
\end{align}
The mismatch acts in both in-plane directions, so the stress $\sigma_0$ of an unrelaxed film contains the biaxial modulus $E_f/(1-\nu_f)$. Relaxation is a displacement along $x$ alone, with the $y$ dimension held, so the change of stress contains $E_f'$.

\subsection{Force balance and transfer length}

In the interlayer the displacement rises linearly from zero at the substrate to $u$ at the film. Its shear stress is
\begin{equation}
\tau(x)=G_i\,\frac{u(x)}{h_i}.
\label{shear}
\end{equation}
In the film, equilibrium along $x$ requires $\partial_x\sigma_{xx}+\partial_z\sigma_{xz}=0$. Integrating over the film thickness gives
\begin{equation}
h_f\sigma_{xx}'+\sigma_{xz}^{\rm top}-\sigma_{xz}^{\rm bottom}=0 .
\end{equation}
The top is free, and at the bottom $\sigma_{xz}=\tau$ by continuity of traction. Thus
\begin{equation}
h_f\sigma_{xx}'=\tau .
\label{balance}
\end{equation}
The sign is as it should be: for $x>0$ a film in tension retracts towards the centre, $u$ and $\tau$ are negative, and the tension falls towards the edge.

Since $\sigma_0$ is constant, (\ref{stress}) gives $\sigma_{xx}'=E_f'u''$. With (\ref{shear}) and (\ref{balance}),
\begin{equation}
E_f'h_fu''=\frac{G_i}{h_i}u
\quad\Longrightarrow\quad
u''=\frac{u}{\ell^2},\qquad
\ell=\sqrt{\frac{E_f'h_fh_i}{G_i}} .
\label{length}
\end{equation}
The transfer length $\ell$ grows with the stretching stiffness $E_f'h_f$ of the film and with the shear compliance $h_i/G_i$ of the interlayer.

\subsection{Stress, displacement and shear}

The general solution of (\ref{length}) is $u=A\cosh(x/\ell)+B\sinh(x/\ell)$. Mirror symmetry makes $u$ odd, so $A=0$. The free edge requires $\sigma_{xx}(L)=0$, which by (\ref{stress}) is
\begin{equation}
\sigma_0+\frac{E_f'B}{\ell}\cosh\frac L\ell=0
\quad\Longrightarrow\quad
B=-\frac{\sigma_0\ell}{E_f'\cosh(L/\ell)} .
\label{constant}
\end{equation}
Consequently
\begin{align}
u(x)&=-\frac{\sigma_0\ell}{E_f'}\frac{\sinh(x/\ell)}{\cosh(L/\ell)},
\label{displacement}\\
\sigma_{xx}(x)&=\sigma_0\left[1-\frac{\cosh(x/\ell)}{\cosh(L/\ell)}\right].
\label{profile}
\end{align}
For the shear stress we use $G_i/h_i=E_f'h_f/\ell^2$, which is (\ref{length}) rearranged, in (\ref{shear}):
\begin{equation}
\tau(x)=-\frac{\sigma_0h_f}{\ell}\frac{\sinh(x/\ell)}{\cosh(L/\ell)},
\qquad |\tau(L)|=\frac{\sigma_0h_f}{\ell}\tanh\frac L\ell .
\label{edgeshear}
\end{equation}
A softer interlayer thus spreads the load over a longer distance and lowers the edge shear.

The other in-plane stress follows from the second part of (\ref{hooke}), $\sigma_{yy}=E_f\varepsilon_m+\nu_f\sigma_{xx}$. Since $E_f\varepsilon_m=(1-\nu_f)\sigma_0$,
\begin{equation}
\sigma_{yy}=\sigma_0-\nu_f(\sigma_0-\sigma_{xx}) .
\label{transverse}
\end{equation}
At the edge $\sigma_{xx}=0$, but $\sigma_{yy}=E_f\varepsilon_m$: the edge remains under uniaxial tension along the strip.

\subsection{Wide and narrow strips}

Let $d=L-x$ be the distance from the right edge. Writing the hyperbolic cosines as exponentials gives
\begin{equation}
\frac{\cosh[(L-d)/\ell]}{\cosh(L/\ell)}
=e^{-d/\ell}\,\frac{1+e^{-2(L-d)/\ell}}{1+e^{-2L/\ell}} .
\end{equation}
If $L\gg\ell$ and the point is many $\ell$ from the centre, the fraction tends to one and
\begin{equation}
\sigma_{xx}\simeq\sigma_0\left(1-e^{-d/\ell}\right).
\label{wide}
\end{equation}
The stress reaches 63\,\% of $\sigma_0$ at $d=\ell$ and 95\,\% at $d=3\ell$. In this regime the reduction is an edge effect.

For a strip that is narrow, $L\ll\ell$, but still much wider than $h_f$ and $h_i$, we use $\cosh s\simeq1+s^2/2$ in (\ref{profile}):
\begin{equation}
\sigma_{xx}\simeq\sigma_0
\left[1-\left(1+\frac{x^2}{2\ell^2}\right)
\left(1-\frac{L^2}{2\ell^2}\right)\right]
\simeq\sigma_0\,\frac{L^2-x^2}{2\ell^2}.
\label{narrow}
\end{equation}
The whole width is now relaxed. From (\ref{displacement}), $u'\simeq-\sigma_0/E_f'=-(1+\nu_f)\varepsilon_m$. The film shrinks by its free contraction $\varepsilon_m$, and by a further $\nu_f\varepsilon_m$ because it is stretched along $y$.

Such a narrow ribbon gives a second case, the build-up of $\sigma_{yy}$ from its far ends. Let $v(y)$ be the displacement along the ribbon. With $\sigma_{xx}\simeq0$, Hooke's law is $\sigma_{yy}=E_f(\varepsilon_m+v')$, and the force balance is $h_f\sigma_{yy}'=G_iv/h_i$. Combining them gives $v''=v/\ell_y^2$ with
\begin{equation}
\ell_y=\sqrt{\frac{E_fh_fh_i}{G_i}} .
\label{ribbon}
\end{equation}
Here Young's modulus replaces $E_f'$, because the ribbon is free to contract sideways. The modulus in the transfer length is decided by what happens in the direction across the relaxation.

\subsection{Comparison with two-dimensional elasticity}

A finite-element solution of the elastic problem in the cross-section, with zero total strain along $y$, assumes neither uniform film displacement nor pure shear. Take a rigid substrate and an interlayer of Poisson ratio 0.35. The decay length was extracted from the interior stress for $L=120$ (in a unit of length) and $(\nu_f,h_f,h_i,G_i/E_f)$ equal to $(0,1,1,4\times10^{-4})$, $(0.4,1,1,4\times10^{-4})$, $(0.3,2,1,4\times10^{-4})$, $(0.3,1,3,4\times10^{-4})$ and $(0.3,1,1,1.6\times10^{-3})$. The largest difference from (\ref{length}) is 0.21\,\%. At $\nu_f=0.4$ the ratio of computed length to formula is 1.001 with $E_f'$, 1.092 with $E_f$ and 0.846 with $E_f/(1-\nu_f)$, which singles out the plane-strain modulus.

For a narrow strip with $\nu_f=0.3$, $h_f=h_i=1$, $L=40$ and $G_i/E_f=10^{-4}$, the computed central stress is $0.0713\,\sigma_0$, against $0.0728\,\sigma_0$ from (\ref{narrow}). Part of this closeness is accidental, because (\ref{profile}) without the expansion gives $0.0686\,\sigma_0$. The correction (\ref{fringe}) derived below, with $c=0.8$, raises that value to $0.071\,\sigma_0$.

\subsection{What the model leaves out}

\paragraph{Thermal strain of the interlayer.} The interlayer also wants to shrink, yet this does not enter (\ref{profile}). Consider its thermal strain alone, with the film free of mismatch. A continuous layer on a rigid substrate, held laterally far away, can respond with a uniform in-plane stress and a purely vertical displacement, the same at every $x$. Its upper surface carries no traction, so the film rides down without strain. This satisfies all the elastic equations, and by superposition the film stress is unchanged. The argument fails if the interlayer is cut at the film edge, because the cut face would have to carry the uniform stress.

\paragraph{Interlayer beyond the edge.} The retracting edge also drags interlayer material outside the strip, over a distance of order $h_i$. This adds a force $c\,G_i|u(L)|$ per unit length, with $c$ a number of order one, concentrated near the edge. On the scale $\ell$ it acts as an end load, $h_f\sigma_{xx}(L)=-cG_iu(L)$. Repeating (\ref{constant}) with this condition,
\begin{equation}
\sigma_0+\frac{E_f'B}{\ell}\cosh\frac L\ell
=-\frac{cG_i}{h_f}B\sinh\frac L\ell .
\end{equation}
We solve for $B$ and use $G_i\ell/(E_f'h_f)=h_i/\ell$:
\begin{equation}
B=-\frac{\sigma_0\ell}{E_f'\cosh(L/\ell)}\,
\frac{1}{1+c\,(h_i/\ell)\tanh(L/\ell)} .
\label{fringe}
\end{equation}
The stress loss $\sigma_0-\sigma_{xx}$ is reduced by the last factor. Finite elements with $\nu_f=0.3$, $h_f=h_i$ and $L=4\ell$ confirm the order of the correction. When $G_i/E_f$ is lowered from $1.6\times10^{-3}$ to $10^{-4}$, $h_i/\ell$ falls by a factor of 4, and the largest deviation from (\ref{profile}) at distances above $\ell/4$ from the edge falls from $0.0228\,\sigma_0$ to $0.0059\,\sigma_0$. Both values correspond to $c\approx0.8$. This is an effective value, fitted to the whole edge correction, and it is not universal. It lies near 0.6 for $h_i/h_f=1/4$ and near 0.8 for $h_i/h_f$ from 1 to 4. It depends more strongly on the Poisson ratio of the interlayer: at $h_i=h_f$ it is about 0.5 for 0.1 and about 1.0 for 0.45, against 0.8 for the value 0.35 used here.

\paragraph{Substrate compliance.} Let $Z$ be the depth in an elastic half-space. The stress function $\phi=AZe^{-kZ}\cos kx$ is biharmonic and gives $\sigma_{ZZ}=\partial_x^2\phi=0$ at $Z=0$. The other surface stresses are
\begin{equation}
\sigma_{xZ}=-\partial_x\partial_Z\phi=Ak\sin kx,\qquad
\sigma_{xx}=\partial_Z^2\phi=-2Ak\cos kx .
\end{equation}
In plane strain with $\sigma_{ZZ}=0$, the surface strain is $\sigma_{xx}/E_s'$, where $E_s'$ is the substrate's plane-strain modulus. Integration gives a displacement of amplitude $2A/E_s'$ for a shear traction of amplitude $Ak$, a compliance of $2/(E_s'k)$. With $k\sim1/\ell$, its ratio to the interlayer compliance $h_i/G_i$ is
\begin{equation}
r_s\sim\frac{2\ell G_i}{E_s'h_i} .
\label{substrate}
\end{equation}
The product of $r_s$ and $h_i/\ell$ is $2G_i/E_s'$, whatever the thicknesses. With given materials, a change of thickness that reduces one error raises the other. Both are small together only if the interlayer is much softer than the substrate.

\subsection{A copper line on polyimide}

We take rough typical values: copper with $E_f=120$ GPa, $\nu_f=0.34$, $h_f=1\ \mu$m; polyimide with Young's modulus 2.7 GPa, Poisson ratio 0.35, $h_i=2\ \mu$m. The line is 100 $\mu$m wide, so $L=50\ \mu$m, and it is cooled by 60 K. The expansion coefficients of copper and silicon are taken as 17 and $3\times10^{-6}$ K$^{-1}$. Then
\begin{align}
\varepsilon_m&=14\times10^{-6}\times60=8.4\times10^{-4},\nonumber\\
G_i&=\frac{2.7}{2(1.35)}=1.0\ \text{GPa},\qquad
E_f'=\frac{120}{1-0.34^2}=135.7\ \text{GPa},\nonumber\\
\ell&=\sqrt{135.7\times1\times2/1.0}=16.5\ \mu\text{m}
=1.65\times10^{5}\ \text{\AA},\nonumber\\
\sigma_0&=\frac{120}{0.66}\times8.4\times10^{-4}\ \text{GPa}
=153\ \text{MPa}=9.5\times10^{-4}\ \text{eV/\AA}^3.\nonumber
\end{align}
The edge zone is some sixteen film thicknesses wide. Since $L/\ell=3.04$, the centre is close to the plateau but does not reach it: (\ref{profile}) gives 138 MPa. In the model the edge shear stress is $(152.7/16.47)\times0.995=9.2$ MPa, a shear strain of 0.92\,\%, and the edge retracts by 18 nm. There $\sigma_{yy}$ is still 101 MPa.

The table compares $\sigma_{xx}$ in MPa with finite elements, first with a rigid substrate and then with elastic silicon (Young's modulus 160 GPa, Poisson ratio 0.25).

\begin{center}
\begin{tabular}{lccc}
Position & Model & Rigid & Elastic\\
\hline
$\ell/2$ from edge & 59.7 & 68.3 & 66.6\\
$\ell$ from edge & 95.7 & 100.6 & 97.8\\
$2\ell$ from edge & 129.5 & 131.2 & 127.3\\
centre & 138.1 & 139.0 & 134.9
\end{tabular}
\end{center}

The last digit of the finite-element entries depends on the mesh: refining it at the film corner lowers the values at $\ell/2$ and $\ell$ by 0.1 to 0.2 MPa. Here $h_i/\ell=0.12$, so the interlayer beyond the edge matters. With $c=0.8$, (\ref{fringe}) divides the stress loss by 1.10. At $\ell/2$ from the edge the loss falls from 93 to 85 MPa, which gives a stress of 68 MPa, as in the rigid-substrate column. Silicon compliance lowers the stress at all four points, by 2 to 4 MPa. Equation (\ref{substrate}) estimates the added compliance as 10\,\%. This gives the size of the effect but not its shape: an interlayer 10\,\% more compliant on a rigid substrate reproduces the drop at $\ell$ from the edge, but only half of the drop at the centre. Beyond $\ell/4$ from the edge, the model differs from either computation by no more than about 7\,\% of $\sigma_0$.

The largest shear stress under the film, averaged over the interlayer depth, is 7.1 MPa with a rigid substrate, below the model's 9.2 MPa. Equation (\ref{fringe}) accounts for less than half of this difference. The rest belongs to the two-dimensional stress field near the edge, which the shear-lag model does not resolve. Neither number is the local traction at the film corner, which this model cannot give and which matters for delamination.

\subsection{The model beside real copper lines}

Copper lines on polyimide over silicon are used in chip packaging. The model describes a bare, isolated line. A polymer cover also loads the side faces, and a neighbouring line at a distance comparable to $h_i$ restrains the interlayer; both change the stress near the edge and are not included here. Crystal texture is a large elastic uncertainty in the example. With rough cubic constants $C_{11},C_{12},C_{44}=168,121,75$ GPa and the same cooling and geometry, a (100) film with $x$ along [100] has $\ell=12.7\ \mu$m and $\sigma_0=96$ MPa, while a (111) film has $18.6\ \mu$m and 218 MPa. Polymers also relax: if $G_i$ halves with all else fixed, $\ell$ grows by $\sqrt2$ to $23.3\ \mu$m. The temperature dependence of copper's modulus, at a rough $4\times10^{-4}$ K$^{-1}$, changes that modulus by 2.4\,\% over the 60 K.

Real lines break the assumption of elasticity when the temperature change is large. In equal biaxial tension the von Mises stress equals $\sigma_0$, here 0.61 of a rough yield stress of 250 MPa. On the plateau of a wide line, yield would therefore begin after cooling by about $60/0.61\approx100$ K; the stress concentration at the film corners can cause local yield earlier. Curing a polymer layer can involve changes of 200 to 300 K. For 300 K the elastic formula gives $5\times153\approx760$ MPa, about three times the assumed yield stress. After such a cycle, (\ref{profile}) can describe the further change of stress in a small temperature excursion, provided that no new yielding occurs, but not the total stress. The edge shear in the example is 0.18 of a rough tensile yield stress of 50 MPa for the polymer. For a comparison with copper we need its von Mises stress, which for pure shear is $\sqrt3\times9.2=16$ MPa, or 0.32 of that yield stress. On this average measure, which leaves out the polymer's own thermal stress, copper yields first.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS
Largest error of decay length, 5 cases: 0.21 %
nu=0.4, FE length / plane-strain formula: 1.0007
nu=0.4, FE length / formula with E: 1.0918
nu=0.4, FE length / formula with E/(1-nu): 0.8457
Profile deviation, stiffer interlayer: 0.0228 of s0
Profile deviation, 16x softer: 0.0059 of s0
Narrow strip centre stress, FE: 0.0713 of s0
Narrow strip centre stress, limit: 0.0728 of s0
EXAMPLE INPUTS (rough)
Film E = 120 GPa, nu = 0.34, hf = 1.0 um
Interlayer E = 2.7 GPa, nu = 0.35, hi = 2.0 um
Substrate E = 160 GPa, nu = 0.25, h = 700 um
Half-width L = 50 um, cooling = 60 K
Expansion film, substrate, interlayer: 17, 3, 35 1e-6/K
EXAMPLE RESULTS
Mismatch strain: 8.40e-04
Interlayer shear modulus: 1.000 GPa
Plane-strain modulus: 135.7 GPa
Biaxial modulus: 181.8 GPa
Transfer length: 16.47 um = 1.647e+05 angstrom
Plateau stress s0: 152.7 MPa = 9.532e-04 eV/A^3
L/ell = 3.035, hi/ell = 0.121
Edge shear stress: 9.23 MPa
Edge shear strain: 0.92 %
Edge displacement inward: 18.5 nm
Edge s_yy: 100.8 MPa
s_xx in MPa: model, FE rigid substrate, FE elastic substrate
ell/2 from edge: 59.7, 68.3, 66.6
ell from edge: 95.7, 100.6, 97.8
2 ell from edge: 129.5, 131.2, 127.3
centre: 138.1, 139.0, 134.9
NEGLECTED EFFECTS
Max profile gap, rigid substrate: 7.0 % of s0
Max profile gap, elastic substrate: 6.4 % of s0
Substrate/interlayer compliance estimate: 9.7 %
Interlayer thermal strain 1.92e-03 changes film stress
  by less than 1e-6 of s0: True
FE peak depth-mean interlayer shear: 7.06 MPa
Copper C11, C12, C44 (rough): 168, 121, 75 GPa
(100) film, x along [100]: ell = 12.72 um, s0 = 96.4 MPa
(111) film: ell = 18.62 um, s0 = 218.3 MPa
Transfer length if polymer modulus halves: 23.30 um
Copper modulus change at rough 4e-04/K: 2.4 %
Wafer strain relief, full-cover bound: 0.49 %
s0 / rough copper yield 250 MPa: 0.61
Edge shear / rough polymer yield 50 MPa: 0.18
\end{verbatim}
